# Class-A output power density from drain current and voltage swings: verification in Python

```python
"""Ideal class-A output power of a transistor, per mm of gate width.

Result under test: for sinusoidal drain current and voltage confined to
windows of peak-to-peak size dI and dV, the largest average load power is
    P = dI * dV / 8,
reached with central bias and a resistive load R = dV / dI.
Symbols: dI current swing (A/mm), dV voltage swing (V), R load (ohm mm),
I0 and V0 bias current and voltage, C output capacitance (F/mm).
Device parameters are rough values typical of GaN transistors on SiC.
"""
import numpy as np
from scipy.integrate import solve_ivp

I_MIN, I_MAX = 0.0, 1.0
V_MIN, V_MAX = 5.0, 95.0
dI, dV = I_MAX - I_MIN, V_MAX - V_MIN
I0, V0 = (I_MAX + I_MIN) / 2, (V_MAX + V_MIN) / 2
R_best = dV / dI
P_out = dI * dV / 8
P_dc = V0 * I0
P_heat = P_dc - P_out
efficiency = P_out / P_dc

# Brute-force search over bias, drive amplitude and load resistance.
# Waveforms leaving the allowed window are rejected sample by sample.
theta = 2 * np.pi * np.arange(64) / 64
wave = np.cos(theta)
loads = np.arange(30.0, 181.0, 15.0)
best_by_load = {load: 0.0 for load in loads}
best = (0.0, None)
for v_bias in np.arange(10.0, 91.0, 5.0):
    for i_bias in np.arange(1, 10) / 10:
        for i_amp in np.arange(1, 11) / 20:
            current = i_bias + i_amp * wave
            if current.min() < I_MIN - 1e-9 or current.max() > I_MAX + 1e-9:
                continue
            for load in loads:
                voltage = v_bias - load * (current - i_bias)
                if (voltage.min() < V_MIN - 1e-9
                        or voltage.max() > V_MAX + 1e-9):
                    continue
                power = -np.mean((voltage - v_bias) * (current - i_bias))
                best_by_load[load] = max(best_by_load[load], power)
                if power > best[0] + 1e-9:
                    best = (power, (v_bias, i_bias, load))
assert abs(best[0] - P_out) < 1e-9
assert np.allclose(best[1], (V0, I0, R_best))
P_half_load = dI**2 * (R_best / 2) / 8
P_double_load = dV**2 / (8 * 2 * R_best)
assert abs(best_by_load[45.0] - P_half_load) < 1e-9
assert abs(best_by_load[180.0] - P_double_load) < 1e-9

# A phase error between voltage and current lowers the power by its cosine.
phase = np.pi / 3
shifted = np.mean(dV / 2 * np.cos(theta + phase) * dI / 2 * wave)
assert abs(shifted - P_out * np.cos(phase)) < 1e-9

# Time-domain circuit: current source, shunt C, bias inductor, load R.
frequency = 10e9
C_out = 0.3e-12
susceptance = 2 * np.pi * frequency * C_out


def run_circuit(i_bias, i_amp, load, tuned):
    """Return load, supply and device powers and the drain-voltage range."""
    def slope(angle, state):
        u, i_feed = state
        drain = i_bias + i_amp * np.cos(angle)
        du = (i_feed - u / load - drain) / susceptance
        # Tuned: feed inductor resonates with C. Untuned: ideal choke.
        di = -u * susceptance if tuned else 0.0
        return [du, di]
    start = 2 * np.pi * 30
    angles = start + 2 * np.pi * np.arange(400) / 400
    sol = solve_ivp(slope, (0, start + 2 * np.pi), [0.0, i_bias],
                    method="DOP853", t_eval=angles, rtol=1e-9, atol=1e-10)
    assert sol.success
    u, i_feed = sol.y
    drain = i_bias + i_amp * np.cos(angles)
    return (np.mean(u**2) / load, V0 * np.mean(i_feed),
            np.mean((V0 + u) * drain), V0 + u.min(), V0 + u.max())


load_power, supply, device_heat, v_low, v_high = run_circuit(
    I0, dI / 2, R_best, True)
assert abs(load_power - P_out) < 1e-5
assert abs(supply - P_dc) < 1e-5
assert abs(device_heat - P_heat) < 1e-5
assert abs(v_low - V_MIN) < 1e-4 and abs(v_high - V_MAX) < 1e-4

x_cap = susceptance * R_best
P_untuned = P_out / (1 + x_cap**2)
untuned_run = run_circuit(I0, dI / 2, R_best, False)
assert abs(untuned_run[0] - P_untuned) < 1e-5

# Trapping: higher knee and lower peak current at the same supply voltage.
knee_trap, imax_trap = 10.0, 0.9
swing_trap = 2 * (V0 - knee_trap)
R_trap = swing_trap / imax_trap
P_trap = imax_trap * swing_trap / 8
trap_run = run_circuit(imax_trap / 2, imax_trap / 2, R_trap, True)
assert abs(trap_run[0] - P_trap) < 1e-5
assert abs(trap_run[3] - knee_trap) < 1e-4

# Square waves in the same window: fundamental found by Fourier projection.
n_mid = 4000
mid = 2 * np.pi * (np.arange(n_mid) + 0.5) / n_mid
square = np.sign(np.cos(mid))
i_fund = 2 * np.mean(dI / 2 * square * np.cos(mid))
v_fund = 2 * np.mean(dV / 2 * square * np.cos(mid))
P_square = P_out * (4 / np.pi)**2
assert abs(i_fund * v_fund / 2 - P_square) < 1e-4

# Self-heating: iterate current, waveform dissipation and temperature.
R_th = 10.0
loss_per_K = 0.0015
T_base = 300.0
s_hot = 1 / (1 + loss_per_K * R_th * P_heat)
s_iter = 1.0
for _ in range(60):
    current = s_iter * (I0 + dI / 2 * wave)
    voltage = V0 - dV / 2 * wave
    s_iter = 1 - loss_per_K * R_th * np.mean(current * voltage)
assert abs(s_iter - s_hot) < 1e-10
P_hot = s_hot * P_out
rise_cold = R_th * P_heat
rise_hot = s_hot * rise_cold

# Mean gate-drain field at the voltage peak, when the gate is most negative.
V_gate_low = -4.0
gap_um = 3.0
E_crit = 3.0
V_gd = V_MAX - V_gate_low
E_mean = V_gd / (gap_um * 1e-4) / 1e6
assert E_mean < E_crit

width_mm = 1.0
P_device = P_out * width_mm
P_dBm = 10 * np.log10(P_device / 1e-3)

print(f"Current swing, peak to peak: {dI:.2f} A/mm")
print(f"Drain voltage limits: {V_MIN:.0f} V and {V_MAX:.0f} V")
print(f"Voltage swing, peak to peak: {dV:.0f} V")
print(f"Current amplitude: {dI / 2:.2f} A/mm")
print(f"Voltage amplitude: {dV / 2:.0f} V")
print(f"Bias current: {I0:.2f} A/mm")
print(f"Bias voltage: {V0:.0f} V")
print(f"Best load: {R_best:.0f} ohm mm")
print(f"Output power, formula: {P_out:.2f} W/mm")
print(f"Output power, brute-force search: {best[0]:.2f} W/mm")
print(f"Output power, circuit in time: {load_power:.4f} W/mm")
print(f"Wrong result if swings taken as amplitudes: {dI*dV/2:.2f} W/mm")
print(f"Power with half the best load: {P_half_load:.3f} W/mm")
print(f"Power with twice the best load: {P_double_load:.3f} W/mm")
print(f"Supply power: {P_dc:.2f} W/mm")
print(f"Heat in device: {P_heat:.2f} W/mm")
print(f"Drain efficiency: {100 * efficiency:.1f} %")
print(f"Gate width of example device: {width_mm:.1f} mm")
print(f"Output of example device: {P_device:.2f} W = {P_dBm:.1f} dBm")
print(f"Load of example device: {R_best / width_mm:.0f} ohm")
print(f"Square waves, fundamental power: {P_square:.2f} W/mm")
print(f"Square-wave power factor (4/pi)^2: {(4/np.pi)**2:.3f}")
print(f"Thermal resistance (rough): {R_th:.0f} K mm/W")
print(f"Current loss on heating (rough): {100*loss_per_K:.2f} % per K")
print(f"Base temperature: {T_base:.0f} K")
print(f"Temperature rise, current loss ignored: {rise_cold:.0f} K")
print(f"Temperature rise, self-consistent: {rise_hot:.0f} K")
print(f"Channel temperature, self-consistent: {T_base+rise_hot:.0f} K")
print(f"Current factor with heating: {s_hot:.3f}")
print(f"Rematched load with heating: {R_best / s_hot:.0f} ohm mm")
print(f"Output power with heating: {P_hot:.2f} W/mm")
print(f"Knee voltage with trapping (rough): {knee_trap:.0f} V")
print(f"Maximum current with trapping (rough): {imax_trap:.2f} A/mm")
print(f"Voltage swing with trapping: {swing_trap:.0f} V")
print(f"Rematched load with trapping: {R_trap:.1f} ohm mm")
print(f"Output power with trapping: {P_trap:.2f} W/mm")
print(f"Frequency: {frequency / 1e9:.0f} GHz")
print(f"Output capacitance (rough): {C_out * 1e12:.2f} pF/mm")
print(f"omega R C: {x_cap:.3f}")
print(f"Output power, capacitance untuned: {P_untuned:.2f} W/mm")
print(f"Lowest gate voltage (rough): {V_gate_low:.0f} V")
print(f"Peak gate-drain voltage: {V_gd:.0f} V")
print(f"Gate-drain spacing (rough): {gap_um:.1f} um")
print(f"Mean gate-drain field at peak: {E_mean:.2f} MV/cm")
print(f"Critical field (rough): {E_crit:.0f} MV/cm")
print(f"Tolerable peak-to-mean field ratio: {E_crit / E_mean:.1f}")
print("checks complete")
```

Output:

```
Current swing, peak to peak: 1.00 A/mm
Drain voltage limits: 5 V and 95 V
Voltage swing, peak to peak: 90 V
Current amplitude: 0.50 A/mm
Voltage amplitude: 45 V
Bias current: 0.50 A/mm
Bias voltage: 50 V
Best load: 90 ohm mm
Output power, formula: 11.25 W/mm
Output power, brute-force search: 11.25 W/mm
Output power, circuit in time: 11.2500 W/mm
Wrong result if swings taken as amplitudes: 45.00 W/mm
Power with half the best load: 5.625 W/mm
Power with twice the best load: 5.625 W/mm
Supply power: 25.00 W/mm
Heat in device: 13.75 W/mm
Drain efficiency: 45.0 %
Gate width of example device: 1.0 mm
Output of example device: 11.25 W = 40.5 dBm
Load of example device: 90 ohm
Square waves, fundamental power: 18.24 W/mm
Square-wave power factor (4/pi)^2: 1.621
Thermal resistance (rough): 10 K mm/W
Current loss on heating (rough): 0.15 % per K
Base temperature: 300 K
Temperature rise, current loss ignored: 138 K
Temperature rise, self-consistent: 114 K
Channel temperature, self-consistent: 414 K
Current factor with heating: 0.829
Rematched load with heating: 109 ohm mm
Output power with heating: 9.33 W/mm
Knee voltage with trapping (rough): 10 V
Maximum current with trapping (rough): 0.90 A/mm
Voltage swing with trapping: 80 V
Rematched load with trapping: 88.9 ohm mm
Output power with trapping: 9.00 W/mm
Frequency: 10 GHz
Output capacitance (rough): 0.30 pF/mm
omega R C: 1.696
Output power, capacitance untuned: 2.90 W/mm
Lowest gate voltage (rough): -4 V
Peak gate-drain voltage: 99 V
Gate-drain spacing (rough): 3.0 um
Mean gate-drain field at peak: 0.33 MV/cm
Critical field (rough): 3 MV/cm
Tolerable peak-to-mean field ratio: 9.1
checks complete
```
